# Electron–vibration self-energies and current conservation in the self-consistent Born approximation

**Q:** Before any self-energy is written down, which model is meant, and what is held fixed?

**A:** A small region with orbitals $i$ is joined to non-interacting leads and coupled to one vibration. With $\hbar=e=1$ and spinless electrons,

$$H=\sum_{ij}h_{ij}d_i^\dagger d_j+\sum_k\varepsilon_kc_k^\dagger c_k+\sum_{ki}\left(V_{ki}c_k^\dagger d_i+V_{ki}^*d_i^\dagger c_k\right)+\Omega b^\dagger b+QA,$$

where $A=b+b^\dagger$, $Q=\sum_{ij}M_{ij}d_i^\dagger d_j$ and $M=M^\dagger$. Each lead state $k$ belongs to one lead $\alpha$. I consider a steady state and assume that a bath keeps the mean number of quanta, counted about the displaced equilibrium of the mode, at $N=\langle(b^\dagger-\langle b^\dagger\rangle)(b-\langle b\rangle)\rangle$. The bare number $\langle b^\dagger b\rangle=N+|\langle b\rangle|^2$ also contains the static displacement, and equals $N+\langle A\rangle^2/4$ when $\langle b\rangle$ is real.

On the Keldysh contour, with $T$ ordering along it and $\Delta A=A-\langle A\rangle$,

$$G_{ij}(z,z')=-i\langle T d_i(z)d_j^\dagger(z')\rangle,\qquad D(z,z')=-i\langle T\Delta A(z)\Delta A(z')\rangle .$$

Hence $G^<_{ij}(t,t')=i\langle d_j^\dagger(t')d_i(t)\rangle$ and $G^>_{ij}(t,t')=-i\langle d_i(t)d_j^\dagger(t')\rangle$. For any such function $X^r(t)=\theta(t)[X^>(t)-X^<(t)]$ and $X^a(t)=-\theta(-t)[X^>(t)-X^<(t)]$, apart from time-local terms. In energy space $X^r-X^a=X^>-X^<$.

**Q:** The coupling produces a three-operator average. How does that become a self-energy without guessing diagrams?

**A:** Since $i\partial_zd_i=\sum_jh_{ij}d_j+\sum_jM_{ij}Ad_j+\sum_kV_{ki}^*c_k$, and the leads are linear and can be eliminated,

$$(i\partial_z-h)G-\Sigma_{\rm leads}G-M\,\Gamma=\delta(z,z'),\qquad \Gamma=-i\langle TA(z)d(z)d^\dagger(z')\rangle .$$

Products such as $\Sigma_{\rm leads}G$ include a contour integral. Now add a source $J(z)A(z)$ to $H$. It inserts $S=\exp(-i\int dz\,JA)$ in every average and divides by $\langle TS\rangle$. Differentiating numerator and denominator gives

$$\frac{\delta G(z,z')}{\delta J(z)}=-i\Gamma+i\langle A(z)\rangle G(z,z')\quad\Rightarrow\quad \Gamma=\langle A\rangle G+i\frac{\delta G}{\delta J}.$$

The first part acts as a potential $M\langle A\rangle$, the Hartree term. The second part defines $\Sigma_F$ through $\Sigma_FG=iM\,\delta G/\delta J$. Then $G^{-1}=i\partial_z-h-\Sigma_{\rm leads}-M\langle A\rangle-\Sigma_F$, and varying $GG^{-1}=1$ gives

$$\delta G=-G\,\delta(G^{-1})\,G=G\left(M\,\delta\langle A\rangle+\delta\Sigma_F\right)G .$$

So far nothing has been approximated.

**Q:** Then where does the Born approximation enter?

**A:** In two places. First, drop $\delta\Sigma_F$, which is the vertex correction. The same differentiation applied to $\langle A\rangle$ gives

$$\frac{\delta\langle A(z_1)\rangle}{\delta J(z)}=-i\langle TA(z_1)A(z)\rangle+i\langle A(z_1)\rangle\langle A(z)\rangle=D(z_1,z).$$

Therefore $\Sigma_FG=i\int dz_1\,MG(z,z_1)M\,D(z_1,z)\,G(z_1,z')$. Because $D$ is symmetric in its arguments, comparison of the factors before the last $G$ gives

$$\Sigma_F(z,z')=iD(z,z')\,MG(z,z')M .$$

Second, replace $D$ by the free propagator $D_0$ with the prescribed $N$. The dropped $\delta\Sigma_F/\delta J$ starts at order $M^3$, because $\Sigma_F$ already holds two factors of $M$ and $\delta G/\delta J$ a third. One more $M$ stands in front, so the error in $\Sigma_F$ starts at $M^4$. The change $D-D_0$ starts at $M^2$ and also contributes at $M^4$. The scheme is thus correct through order $M^2$ and sums a selected part of the higher orders. Nothing derived here bounds the omitted $M^4$ terms, so the scheme is controlled only where they are small, which depends on the size of $M$ relative to both $\Omega$ and the electronic linewidths.

**Q:** The Hartree potential contains $\langle A\rangle$. Does that need another approximation?

**A:** The displacement law does not. From $\dot X=i[H,X]$,

$$\dot A=i\Omega(b^\dagger-b),\qquad \frac{d}{dt}(b^\dagger-b)=i\Omega A+2iQ .$$

The factor 2 is the commutator $[b+b^\dagger,b^\dagger-b]=2$. Combining the two equations,

$$\ddot A=-\Omega^2A-2\Omega Q .$$

In a steady state the mean of $\ddot A$ vanishes, and friction proportional to $\dot A$ would not alter the balance. A bath of another form can alter it. A damping term $-\tfrac{\gamma}{2}b$ added to $\dot b=-i\Omega b-iQ$ replaces $1/\Omega$ below by $\Omega/(\Omega^2+\gamma^2/4)$, so for such a bath the law requires $\gamma\ll\Omega$. With $\rho_{ji}=\langle d_i^\dagger d_j\rangle$, so that $\langle Q\rangle=\mathrm{Tr}[M\rho]$,

$$\Sigma_H^r=xM,\qquad x=\langle A\rangle=-\frac{2}{\Omega}\mathrm{Tr}[M\rho],\qquad \rho=-i\int\frac{dE}{2\pi}G^<(E).$$

This potential is local in time, hence $\Sigma_H^<=\Sigma_H^>=0$. The approximation enters through the $\rho$ that is inserted.

**Q:** Now the lesser part. Which shift goes with emission, $E+\Omega$ or $E-\Omega$?

**A:** $\Sigma_F(z,z')$ is a plain product, without an internal integral, so its components multiply directly: $\Sigma_F^\lessgtr(t)=iD_0^\lessgtr(t)MG^\lessgtr(t)M$. With $b(t)=be^{-i\Omega t}$,

$$D_0^<(t)=-i\langle A(0)A(t)\rangle=-i\left[(N+1)e^{i\Omega t}+Ne^{-i\Omega t}\right],$$

$$D_0^>(t)=-i\langle A(t)A(0)\rangle=-i\left[(N+1)e^{-i\Omega t}+Ne^{i\Omega t}\right].$$

The prefactor is $i(-i)=1$. Under $\int dt\,e^{iEt}$ a factor $e^{i\Omega t}$ turns $G(E)$ into $G(E+\Omega)$. Hence

$$\Sigma_F^<(E)=M\left[(N+1)G^<(E+\Omega)+NG^<(E-\Omega)\right]M,$$

$$\Sigma_F^>(E)=M\left[(N+1)G^>(E-\Omega)+NG^>(E+\Omega)\right]M .$$

$\Sigma_F^<(E)$ describes electrons scattered into energy $E$. They arrive from $E+\Omega$ by emission, with weight $N+1$, or from $E-\Omega$ by absorption, with weight $N$. $\Sigma_F^>(E)$ describes scattering out of $E$, so the shifts are reversed.

**Q:** For the retarded part, can I just put $G^r$ in place of $G^<$?

**A:** No, because the retarded part of a product is not the product of retarded parts. Start from the definition, then subtract and add $D_0^>G^<$:

$$\begin{aligned}\Sigma_F^r(t)&=i\theta(t)M\left[D_0^>G^>-D_0^<G^<\right]M\\&=i\theta(t)M\left[D_0^>(G^>-G^<)+(D_0^>-D_0^<)G^<\right]M\\&=iM\left[D_0^>G^r+D_0^rG^<\right]M .\end{aligned}$$

The first product transforms as before. For the second, $N$ cancels in the difference:

$$D_0^r(t)=-i\theta(t)\left(e^{-i\Omega t}-e^{i\Omega t}\right).$$

Write $G^<(t)$ as an integral over $E'$ and use $\int_0^\infty dt\,e^{i(E-E')t}=i/(E-E'+i0)$. The result is

$$\Sigma_F^r(E)=M\left[(N+1)G^r(E-\Omega)+NG^r(E+\Omega)+K(E-\Omega)-K(E+\Omega)\right]M,$$

$$K(E)=i\int\frac{dE'}{2\pi}\frac{G^<(E')}{E-E'+i0}.$$

**Q:** What does $K$ do physically?

**A:** It carries the Pauli principle. Take one isolated level at $\varepsilon$ with occupation $f$, to leading order. Then $G^<(E')=2\pi if\,\delta(E'-\varepsilon)$, so $K(E)=-f/(E-\varepsilon+i0)$, and

$$\Sigma_F^r(E)=M^2\left[\frac{N+1-f}{E-\varepsilon-\Omega+i0}+\frac{N+f}{E-\varepsilon+\Omega+i0}\right].$$

At $N=0$ the first term, with weight $1-f$, describes an added electron that emits a quantum and needs the level empty. The second, with weight $f$, describes the removal of an electron, leaving a hole on the level and one quantum, and needs the level filled beforehand.

The same limit shows why the Hartree term belongs here. At $E=\varepsilon$ the bracket is $[-(N+1-f)+(N+f)]/\Omega=(2f-1)/\Omega$. The Hartree shift is $-2fM^2/\Omega$. Their sum is $-M^2/\Omega$ for every $f$. This is the known energy gain of the model: an electron on the level adds $MA$ to the oscillator energy, and completing the square, $\Omega b^\dagger b+M(b+b^\dagger)=\Omega(b^\dagger+M/\Omega)(b+M/\Omega)-M^2/\Omega$, lowers its ground energy by that amount. Without the Hartree term the shift would depend wrongly on $f$.

**Q:** Let us turn to the current. I want its formula derived, since a conservation proof is worth no more than the current it refers to.

**A:** Let $I_\alpha$ be the particle current from lead $\alpha$ into the region. With $N_\alpha=\sum_{k\in\alpha}c_k^\dagger c_k$,

$$I_\alpha=-\langle\dot N_\alpha\rangle=-i\langle[H,N_\alpha]\rangle=\sum_{k\in\alpha,i}\left(iV_{ki}\langle c_k^\dagger d_i\rangle+\text{c.c.}\right)=2\,\mathrm{Re}\sum_{k\in\alpha,i}G^<_{ik}(t,t)V_{ki},$$

where $G^<_{ik}(t,t)=i\langle c_k^\dagger d_i\rangle$. The equation of motion of $c_k^\dagger$ is linear and gives $G_{ik}=\sum_jG_{ij}V_{kj}^*g_k$, with $g_k$ the function of the uncoupled lead state. The sum therefore contains $\mathrm{Tr}[G\Sigma_\alpha]^<$, with $(\Sigma_\alpha)_{ji}=\sum_{k\in\alpha}V^*_{kj}g_kV_{ki}$.

For the lesser part of a contour product $XY$, put $t$ on the forward and $t'$ on the backward branch. The intermediate time runs over both branches, the second with a minus sign:

$$(XY)^<=X^TY^<-X^<Y^{\bar T}=(X^r+X^<)Y^<-X^<(Y^<-Y^a)=X^rY^<+X^<Y^a,$$

where $T$ and $\bar T$ denote time and anti-time ordering. Thus

$$I_\alpha=2\,\mathrm{Re}\int\frac{dE}{2\pi}\mathrm{Tr}\left[G^r\Sigma_\alpha^<+G^<\Sigma_\alpha^a\right].$$

Lesser functions are anti-Hermitian in energy space and $(G^r)^\dagger=G^a$. The complex conjugates of the two traces are therefore $-\mathrm{Tr}[\Sigma_\alpha^<G^a]$ and $-\mathrm{Tr}[\Sigma_\alpha^rG^<]$. Adding them gives the integrand

$$\begin{aligned}\mathrm{Tr}[\Sigma_\alpha^<(G^r-G^a)-(\Sigma_\alpha^r-\Sigma_\alpha^a)G^<]&=\mathrm{Tr}[\Sigma_\alpha^<(G^>-G^<)-(\Sigma_\alpha^>-\Sigma_\alpha^<)G^<]\\&=\mathrm{Tr}[\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<].\end{aligned}$$

Hence

$$I_\alpha=\int\frac{dE}{2\pi}\mathrm{Tr}\left[\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<\right].$$

**Q:** The vibration adds scattering in and out at every energy. Why should the lead currents still add to zero?

**A:** Let $\Sigma=\sum_\alpha\Sigma_\alpha+\Sigma_F$, with the Hartree potential kept apart. The product rule applied to Dyson's equation gives

$$(E-h-xM)G^<=\Sigma^rG^<+\Sigma^<G^a\quad\Rightarrow\quad G^<=G^r\Sigma^<G^a,$$

with $(G^r)^{-1}=E-h-xM-\Sigma^r$, and likewise for $G^>$. This inversion assumes that there is no undamped bound state, whose occupation would be an extra, undetermined term. Since $h+xM$ is Hermitian, $\Sigma^>-\Sigma^<=\Sigma^r-\Sigma^a=(G^a)^{-1}-(G^r)^{-1}$. Then, at each energy,

$$\begin{aligned}\mathrm{Tr}[\Sigma^<G^>-\Sigma^>G^<]&=\mathrm{Tr}[\Sigma^<(G^>-G^<)]-\mathrm{Tr}[(\Sigma^>-\Sigma^<)G^<]\\&=\mathrm{Tr}[\Sigma^<(G^r-G^a)]-\mathrm{Tr}\left[\left((G^a)^{-1}-(G^r)^{-1}\right)G^r\Sigma^<G^a\right]\\&=\mathrm{Tr}[\Sigma^<(G^r-G^a)]-\mathrm{Tr}[G^r\Sigma^<]+\mathrm{Tr}[\Sigma^<G^a]=0 .\end{aligned}$$

Separating leads and vibration,

$$\sum_\alpha I_\alpha=-\int\frac{dE}{2\pi}\mathrm{Tr}\left[\Sigma_F^<G^>-\Sigma_F^>G^<\right].$$

What remains is to show that the vibration neither creates nor removes electrons. Insert the Fock expressions. The emission terms are

$$(N+1)\int\frac{dE}{2\pi}\left\{\mathrm{Tr}[MG^<(E+\Omega)MG^>(E)]-\mathrm{Tr}[MG^>(E-\Omega)MG^<(E)]\right\}.$$

In the second trace replace $E$ by $E+\Omega$. It becomes $\mathrm{Tr}[MG^>(E)MG^<(E+\Omega)]$, which equals the first by cyclicity. The absorption terms are

$$N\int\frac{dE}{2\pi}\left\{\mathrm{Tr}[MG^<(E-\Omega)MG^>(E)]-\mathrm{Tr}[MG^>(E+\Omega)MG^<(E)]\right\},$$

and they cancel after replacing $E$ by $E-\Omega$ in the second trace. Therefore

$$\sum_\alpha I_\alpha=0 .$$

Each electron removed from one energy reappears at another. The cancellation holds only after integration over energy, so out of equilibrium the currents need not balance energy by energy.

**Q:** You used the same $G$ inside and outside $\Sigma_F$. If I compute $\Sigma_F$ once from the uncoupled $G_0$, is that not good enough at weak coupling?

**A:** It is good to order $M^2$, but it does not conserve current in general. Let $G_1$ be the solution of Dyson's equation with $\Sigma_F[G_0]$. Then

$$\sum_\alpha I_\alpha=-\int\frac{dE}{2\pi}\mathrm{Tr}\left[\Sigma_F^<[G_0]G_1^>-\Sigma_F^>[G_0]G_1^<\right].$$

Replacing $G_1$ by $G_0$ would give zero by the pairwise cancellation. The defect therefore comes from $G_1-G_0$, of order $M^2$, multiplied by $\Sigma_F$, also of order $M^2$. It starts at $M^4$, so halving a weak $M$ should reduce it about 16 times. For the junction below, with the Hartree potential also taken from $G_0$, going from $0.10M$ to $0.05M$ gives a factor 15.9. Going from $M$ to $M/2$ gives only about 11, because higher orders already matter there.

**Q:** And if the Hartree displacement has not converged?

**A:** The charge balance survives, provided the Fock part is self-consistent for that displacement. Any real $x$ leaves $h+xM$ Hermitian, and the proof used nothing else about $x$. A wrong $x$ gives a conserved but wrong current, so conservation alone does not certify a calculation.

**Q:** Show me numbers, including one self-energy I can rebuild by hand.

**A:** Take a two-site model junction with these parameters, in hartree:

$$h=\begin{pmatrix}-0.001&-0.003\\-0.003&0.002\end{pmatrix},\qquad M=\begin{pmatrix}0.0015&0.0004\\0.0004&0.0010\end{pmatrix}.$$

Further, $\Omega=0.004$ and $k_BT=0.001$, so $N=1/(e^4-1)=0.01866$. The left lead couples to site 1 and the right lead to site 2, with widths $\Gamma_\alpha W^2/(E^2+W^2)$, $\Gamma_L=0.004$, $\Gamma_R=0.002$ and $W=0.05$. The chemical potentials are $\mu_L=0.006$ and $\mu_R=-0.006$, a bias of 0.3265 V.

Because $G^<$ is anti-Hermitian, $G^<_{12}+G^<_{21}=2i\,\mathrm{Im}\,G^<_{12}$. For this real $M$,

$$\mathrm{Im}(MG^<M)_{11}=M_{11}^2\,\mathrm{Im}\,G^<_{11}+2M_{11}M_{12}\,\mathrm{Im}\,G^<_{12}+M_{12}^2\,\mathrm{Im}\,G^<_{22}.$$

The converged values of $\mathrm{Im}\,G^<$ for the elements 11, 12 and 22 are 195.5, −200.8 and 237.1 at $E=\Omega$, and 663.1, 386.2 and 246.9 at $E=-\Omega$, all in inverse hartree. The expression, with terms and sums evaluated from the unrounded values, is then

$$(4.398-2.410+0.379)\times10^{-4}=2.368\times10^{-4}\quad\text{at }+\Omega,$$

$$(14.919+4.634+0.395)\times10^{-4}=19.948\times10^{-4}\quad\text{at }-\Omega,$$

in hartree. Hence

$$\mathrm{Im}\,\Sigma^<_{F,11}(0)=1.01866(2.368\times10^{-4})+0.01866(19.948\times10^{-4})=2.784\times10^{-4}.$$

With $\mathrm{Im}\,\Sigma^>_{F,11}(0)=-2.925\times10^{-4}$, half the difference gives $\mathrm{Im}\,\Sigma^r_{F,11}(0)=-2.854\times10^{-4}$ hartree.

For the Hartree term the site occupations are 0.6933 and 0.5040, and $\mathrm{Re}\,\rho_{12}=0.2277$:

$$\mathrm{Tr}[M\rho]=0.0015(0.6933)+2(0.0004)(0.2277)+0.0010(0.5040)=1.726\times10^{-3},$$

$$x=-\frac{2}{0.004}(1.726\times10^{-3})=-0.863 .$$

The two sites shift down by $1.29\times10^{-3}$ and $0.86\times10^{-3}$ hartree.

**Q:** And the current?

**A:** In atomic units the left current is $8.325\times10^{-4}$ without coupling, $8.061\times10^{-4}$ with the Fock term alone, and $8.108\times10^{-4}$ with both terms. The last value is 5.37 µA for these spinless electrons. It cannot simply be doubled for spin, because a second spin species would also contribute to $\langle Q\rangle$ and change the displacement. Both coupled calculations conserve the current, as the argument about $x$ requires. Within the scheme the coupling lowers the current by 2.6% here. This figure is not a controlled prediction. Halving $M$ reduces the change about 7 times rather than 4, so terms of order $M^4$ and higher supply more than half of it, and at that order the scheme omits the vertex correction and the change $D-D_0$.

With each step updating both $\Sigma_F$ and $x$, the defect $(I_L+I_R)/I_L$ is $-2.7\%$ after one Born step and $-0.57\%$ after two. One step with the Fock term alone, at $x=0$, gives $+2.2\%$ instead. Its magnitude is $1.7\times10^{-5}$ after four steps and $6\times10^{-9}$ after eight. At convergence it is at rounding level.

**Q:** If $N$ is fixed while electrons emit quanta, surely energy is not conserved.

**A:** The electrons exchange energy with the mode, and the bath must take up the net amount, which can have either sign and vanishes in equilibrium. Weight the integrand of $I_\alpha$ by $E$ and call the result $J_\alpha$. The identity at each energy still holds, but the shifts now leave a remainder. In the emission pair the energy factors are $E$ and $E+\Omega$, with difference $-\Omega$. In the absorption pair they are $E$ and $E-\Omega$, with difference $+\Omega$. With the overall minus sign,

$$\sum_\alpha J_\alpha=\Omega(R_{\rm em}-R_{\rm abs}),$$

$$R_{\rm em}=(N+1)\int\frac{dE}{2\pi}\mathrm{Tr}[MG^<(E+\Omega)MG^>(E)],$$

$$R_{\rm abs}=N\int\frac{dE}{2\pi}\mathrm{Tr}[MG^<(E-\Omega)MG^>(E)].$$

Each rate combines filled states at the initial energy with empty states at the final one. In the example, in atomic units,

$$0.004\,(4.883\times10^{-5}-0.310\times10^{-5})=1.829\times10^{-7}.$$

The energy-weighted lead currents give the same value. It is 1.9% of the Joule power $I_L(\mu_L-\mu_R)$. Small as this share is, the assumed $N$ is hard to maintain. A bath that removes quanta at the rate $\gamma(N-N_{\rm bath})$ must take up $4.57\times10^{-5}$ quanta per unit time. At $N=0.01866$ this needs $\gamma\ge4.57\times10^{-5}/0.01866\approx0.6\,\Omega$ even for $N_{\rm bath}=0$, which violates $\gamma\ll\Omega$ and would broaden $D_0$. With no bath at all, the same electronic rates would balance near $N\approx0.4$. The example thus illustrates the formulas and does not describe a weakly damped mode at this bias. If the bath cannot carry this power away at the assumed $N$, then $N$ must be found from a balance equation for the mode, and the bare $D_0$ with a prescribed $N$ is no longer an adequate description.

**Q:** Conservation tests the consistency of the scheme. What tests the self-energies themselves?

**A:** The program compares the second-order retarded self-energy, Hartree term included, with exact diagonalization of a closed two-site system. The comparison is made at one complex energy, with the exact result divided by the squared coupling and extrapolated to zero coupling. The largest deviation is $4\times10^{-8}$ of the largest element of the exact self-energy, whereas omitting the Hartree term leaves 83% on the same scale. Out of equilibrium, at low electron density, weak coupling and $N=0$, it compares the coupling-induced change of the output spectrum with one-electron scattering from the oscillator. The largest deviation is $3.5\times10^{-4}$ of the largest change. Both comparisons probe the order at which the scheme is controlled, and neither validates it at strong coupling.

## Computed values

```
mode quantum Omega = 0.004 Ha; kT = 0.001 Ha; N = 0.01866
site matrix h (Ha): [[-0.001, -0.003], [-0.003, 0.002]]
coupling matrix M (Ha): [[0.0015, 0.0004], [0.0004, 0.001]]
Gamma_L = 0.004 Ha, Gamma_R = 0.002 Ha, band = 0.05 Ha
mu_L = 0.006 Ha, mu_R = -0.006 Ha
bias = 0.0120 Ha = 0.3265 V
energy step = 2.0e-04 Ha, window = +-0.40 Ha
-- self-energy at E = 0 --
Im G<(+Omega) 11, 12, 22 (1/Ha): 195.473, -200.810, 237.139
Im G<(-Omega) 11, 12, 22 (1/Ha): 663.065, 386.189, 246.867
Im F<_11(0) = 2.78421e-04 Ha
Im F>_11(0) = -2.92477e-04 Ha
Re Fr_11(0) = 1.23872e-04 Ha
Im Fr_11(0) = -2.85449e-04 Ha
-- Hartree term --
occupations of sites 1, 2: 0.6933, 0.5040
Re rho_12 = 0.2277
Tr[M rho] = 1.72612e-03 Ha
displacement x = -0.8631 (dimensionless)
Hartree shifts x*M_11, x*M_22 = -1.2946e-03, -8.6306e-04 Ha
-- currents from the left lead (atomic units) --
no coupling: 8.324949e-04
Fock only:   8.060607e-04
full scheme: 8.107584e-04 = 5.3702 microampere
full scheme, right lead: -8.107584e-04
iterations to convergence: 15
(I_L+I_R)/I_L after 1 Born step(s): -2.662e-02
(I_L+I_R)/I_L after 2 Born step(s): -5.672e-03
(I_L+I_R)/I_L after 4 Born step(s): -1.696e-05
(I_L+I_R)/I_L after 8 Born step(s): 5.603e-09
(I_L+I_R)/I_L converged: 4.0e-16
one-step defect ratio on halving M: 15.936
-- mode power (atomic units) --
emission rate = 4.88285e-05, absorption rate = 3.09830e-06
power from rates = 1.82921e-07, from leads = 1.82921e-07
share of Joule power = 0.0188
-- tests: relative deviations unless stated --
exact diagonalization, Fock+Hartree: 4.3e-08
same without Hartree: 0.832
strong-coupling displacement: exact -0.768005, law -0.768005
time-domain lesser/greater, absolute (Omega=1): 1.1e-12
one-electron scattering spectrum: 3.5e-04
closed retarded formula: 4.0e-08
spectral norm (2 expected): 1.999975
equilibrium detailed balance: 1.9e-16
current on finer, wider grid: 1.2e-07
```
